Spacing of level crossings in a uniaxial molecular spin

**Question**

I am working on a problem about a molecular magnet as a memory element. The molecule has uniaxial coefficient D/k_B = 0.66 K and g = 2, and the field is applied along the easy axis. I have to find the spacing in field between successive level crossings.

The problem does not give the spin, so I took S = 10, as in the manganese cluster Mn12-acetate. At zero field the two lowest levels on one side of the barrier are m = -10 and m = -9. They are separated by D(100 - 81) = 19D, or 12.54 K. I divided this by gμ_B/k_B and got 9.3 T. But I was told that the crossings are less than a tesla apart, and that the answer does not depend on S. Mine clearly does. What have I calculated, and how do I get the spacing? I would also like to know how far to trust the answer for a real molecule.

**Answer**

Your 9.3 T is the field of a real crossing in this model, but it is the last one in a long series. The spacing comes from comparing all pairs of levels, including pairs on opposite sides of the barrier.

**The levels**

Take z along the easy axis, let S_z be dimensionless, and write

H = -D S_z² - gμ_B B S_z, with D > 0.

With this sign, a positive field lowers the levels with positive m. The opposite sign of the field term would exchange m and -m and leave the set of crossing fields unchanged. There is no factor of one half in front of D; a definition that includes one would change the numbers below.

Both terms contain only S_z, so its eigenstates are also eigenstates of H:

E_m = -D m² - gμ_B B m, m = -S, -S+1, ..., S.

At B = 0 this is an inverted parabola in m. The states m = S and m = -S lie lowest and can represent the two values of a bit. The levels with small |m| form the top of the barrier between them.

**The crossing condition**

For two different levels m and m',

E_m - E_m' = -D(m² - m'²) - gμ_B B(m - m').

Since m² - m'² = (m - m')(m + m'), a common factor comes out:

E_m - E_m' = -(m - m')[D(m + m') + gμ_B B].

The levels are different, so m - m' is not zero. They cross when the bracket vanishes:

B = -(m + m')D/(gμ_B).

Define n = -(m + m'). Then

B_n = nD/(gμ_B).

The sum m + m' is an integer even when S is half-integer. Its largest value for two different levels is S + (S - 1) = 2S - 1. Every integer s from 0 to 2S - 1 occurs: choose m = S and m' = s - S, which is an allowed level different from S. Reversing both signs gives the negative sums. So n takes every integer value from -(2S - 1) to 2S - 1, with no gaps in the series, and neighbouring crossings are separated by

ΔB = B_(n+1) - B_n = D/(gμ_B).

The spin fixes how many crossings there are, but not their spacing. You need S ≥ 1 for a spacing to exist, because S = 1/2 has a single crossing, at B = 0.

The case S = 1 can be checked by eye. The energies are -D - gμ_B B for m = 1, zero for m = 0, and -D + gμ_B B for m = -1. The levels ±1 cross at B = 0. The levels -1 and 0 cross at B = D/(gμ_B), and the levels 1 and 0 at the opposite field. The three crossing fields have the same spacing as those of a larger spin.

**The number**

In temperature units the Bohr magneton is μ_B/k_B = 0.67171 K/T, so

gμ_B/k_B = 2 × 0.67171 K/T = 1.3434 K/T,

ΔB = 0.66 K / (1.3434 K/T) = 0.491 T = 491 mT.

The input D/k_B = 0.66 K has two significant figures. Values from 0.655 to 0.665 K give spacings from 0.488 to 0.495 T, so the answer to quote is 0.49 T. If g were 1.95 with D/k_B held at 0.66 K, the spacing would be 0.504 T.

**Where your 9.3 T belongs**

For m = -10 and m' = -9 the index is n = 19, and

B_19 = 19 × 0.4913 T = 9.33 T.

Suppose the molecule starts in m = -S and the field is raised from zero in the positive direction. This level moves up relative to all the others. It meets m' = S - n at B_n: first m' = 10 at zero field, then m' = 9 at 0.491 T, m' = 8 at 0.983 T, and so on. Its neighbour m' = -9 is the last level it meets. Above that field, m = -10 is the highest level of all.

You can verify the first positive crossing directly. There gμ_B B = D, so

E_(-10) = -100D + 10D = -90D,

E_9 = -81D - 9D = -90D.

Several other pairs cross at the same field. To count them for n ≥ 0, note that m' = -n - m must not fall below -S, so m runs from -S to S - n. That is 2S + 1 - n values. Each pair appears twice in this list, and a possible entry with m = m' must be dropped. The number of pairs is therefore (2S + 1 - n)/2, rounded down. For S = 10 there are 10 pairs at n = 0, 10 at n = 1 and 9 at n = 2.

As an independent check, I diagonalized the 21 × 21 matrix of H in a basis where S_z is not diagonal and searched for closing gaps between -0.15 and 9.6 T. The search found 20 crossing fields, which agree with n = 0 to 19 in the formula to within 10⁻⁶ T.

**Why a memory element cares about crossings**

With H as written, nothing happens to the spin at a crossing. S_z is conserved, and a molecule in m = -10 stays there. A change of state needs a term that does not commute with S_z, such as a transverse field.

Near one crossing, keep just the two levels involved. Let ε be their energy difference without coupling, and let Δ/2 be the matrix element that couples them. Measured from their mean energy, the two-level matrix is

[ ε/2  Δ/2 ]
[ Δ/2  -ε/2 ]

Its eigenvalues are ±½√(ε² + Δ²). The crossing becomes an avoided crossing with minimum gap Δ, and at ε = 0 the eigenstates are equal mixtures of the two levels. If the two levels lie on opposite sides of the barrier, this is where tunnelling through it is resonant. Because ε changes with field at the rate |m - m'|gμ_B, the resonance has a field width of about

δB = Δ/(|m - m'|gμ_B).

Zero field is itself a crossing, with n = 0. For an isolated molecule of integer spin, such as this one, removing the applied field therefore leaves the levels m and -m degenerate. Tunnelling between them is resonant if some coupling survives at zero field, such as a transverse crystal anisotropy. The transverse part of a tilted field vanishes together with the field and opens no gap at B = 0. For half-integer spin, time-reversal symmetry forbids a tunnel gap at zero field. In a crystal, the field of neighbouring molecules can still detune a narrow resonance.

**A tilted field**

Suppose the field is misaligned by 5 degrees. Its component along the easy axis is B cos θ, so one expects the first resonance at

B = ΔB/cos θ = 0.49128 T / 0.99619 = 0.4932 T.

Diagonalization with the tilted field gives 0.49316 T for the pair (-10, 9), a shift of 1.9 mT. For this pair and this angle, the transverse component moves the resonance by less than 0.01 mT beyond the cosine factor.

The transverse component matters more for the gaps. Near n = 1, the calculated gap is 2.9 × 10⁻² K for the pair (-2, 1) and 4.4 × 10⁻⁵ K for (-3, 2). A transverse field changes m by one unit at a time, so the first pair is coupled at third order in that field and the second at fifth order. The corresponding field widths are

0.0294 K / (3 × 1.3434 K/T) = 7.3 mT for (-2, 1),

4.40 × 10⁻⁵ K / (5 × 1.3434 K/T) = 6.6 × 10⁻³ mT for (-3, 2).

Both are small compared with the spacing of 491 mT. The pair at the very top of the barrier, (-1, 0), is different, because the transverse field couples it at first order. Its gap is about gμ_B B sin θ √(S(S+1)) = 1.3434 K/T × 0.4932 T × 0.0872 × √110 ≈ 0.6 K. That corresponds to a field width of roughly 0.4 T, comparable to the spacing itself, so this pair shows no sharp resonance at a 5 degree tilt. Only the deeper pairs stay narrow.

**A quartic term in the energy**

For S ≥ 2, the equal spacing relies on the energy being purely quadratic in m at zero field. The next uniaxial term is quartic:

H = -D₂ S_z² - A S_z⁴ - gμ_B B S_z.

Using m⁴ - m'⁴ = (m - m')(m + m')(m² + m'²), the energy difference is

E_m - E_m' = -(m - m'){(m + m')[D₂ + A(m² + m'²)] + gμ_B B}.

Setting the braces to zero gives

B = n[D₂ + A(m² + m'²)]/(gμ_B).

Where several pairs share the same nonzero n, they no longer cross together. For a size estimate, take A/k_B = 1 mK, a rough value for Mn12-acetate, and hold the zero-field barrier fixed. For integer S the barrier is DS² in the original model and D₂S² + AS⁴ in the new one, so

D₂/k_B = 0.66 K - 0.001 K × 100 = 0.56 K.

The n = 1 crossings are then spread out:

- (-1, 0): (0.560 + 0.001) K / (1.3434 K/T) = 0.418 T
- (-4, 3): (0.560 + 0.025) K / (1.3434 K/T) = 0.435 T
- (-10, 9): (0.560 + 0.181) K / (1.3434 K/T) = 0.552 T

Relative to 0.491 T, these fields are 15% lower, 11% lower and 12% higher. Pairs near the barrier top cross early, and the deepest pair crosses late. The pair that carries most of the reversal depends on temperature, sweep rate and the transverse terms, which this estimate does not settle.

**Neighbouring molecules**

Each molecule also feels the field of the others. For fully aligned moments gμ_B S and an illustrative volume V = 4 nm³ per molecule, the scale is

μ₀M = μ₀gμ_B S/V ≈ 58 mT,

or about 12% of the spacing. The scale varies as 1/V. In Mn12-acetate the volume per molecule is nearer 2 nm³, which doubles the scale to about 0.12 T, or roughly a quarter of the spacing. The actual local field depends on the crystal arrangement and the sample shape. A constant internal field would shift every crossing equally and leave the spacing alone. If the magnetization changes between two crossings, the internal field changes too, and so does the apparent spacing.

**Temperature of use**

At zero field the barrier seen from m = -10 is DS² = 0.66 K × 100 = 66 K. At the first crossing E_m = -Dm(m + 1). The top of the barrier is then at zero energy, for m = 0 and m = -1, while the starting level lies at -90D. The barrier has fallen to 59.4 K.

For thermal activation alone, use the Arrhenius estimate

τ = τ₀ exp(U/k_B T),

where U is the barrier energy and τ₀ is a rough attempt time of 10⁻⁷ s. With the zero-field barrier this gives about 2 × 10⁷ s at 2 K, 360 s at 3 K and 1.5 s at 4 K. With the barrier at the first crossing, the time at 2 K drops to about 8 × 10⁵ s. Tunnelling provides an additional route and shortens these times further. At 300 K the thermal energy exceeds the barrier, so the Arrhenius formula is outside its range and the barrier gives no useful storage.

**Comparison with the real molecule**

Mn12-acetate has a ground-state spin of 10, g close to 2 and a barrier of roughly 60 to 70 K, so your parameters are in its regime. Its magnetization curves at low temperature show steps roughly 0.4 to 0.5 T apart. When the quartic term is treated separately, the quadratic coefficient is roughly 0.55 K. In the purely quadratic model, your 0.66 K acts as an effective value that reproduces the barrier. The purely quadratic energy is one assumption that fails: with the rough A used above, the quartic term moves the n = 1 crossings by up to about 15%. The field of neighbouring molecules can have an effect of similar size. Transverse crystal anisotropy, hyperfine fields and excited spin multiplets are also left out, and I have not estimated their effects.

For the exercise as set, the answer is ΔB = D/(gμ_B) = 0.49 T. The values behind these estimates are in the numerical output below.

Computed values

```
D/k_B = 0.66 K; g = 2.00; S = 10
muB/k_B = 0.67171 K/T
g muB/k_B = 1.34343 K/T
Crossing spacing, formula = 0.49128 T
Crossing spacing, diagonalization = 0.49128 T
Crossing spacing, converted = 491.3 mT
Crossing n=0: B = 0.0000 T, pairs = 10
Crossing n=1: B = 0.4913 T, pairs = 10
Crossing n=2: B = 0.9826 T, pairs = 9
Crossing n=3: B = 1.4738 T, pairs = 9
Crossing n=4: B = 1.9651 T, pairs = 8
Last crossing n=19: B = 9.3343 T
Spacing for D/k_B = 0.655 K: 0.4876 T
Spacing for D/k_B = 0.665 K: 0.4950 T
Spacing for g = 1.95: 0.5039 T
Barrier at zero field = 66.00 K
Barrier at first crossing = 59.40 K
Rough quartic A/k_B = 1.00 mK
Quadratic D2/k_B at fixed barrier = 0.560 K
Quartic, n=1, pair (-1,0): B = 0.4176 T
Quartic, n=1, pair (-4,3): B = 0.4355 T
Quartic, n=1, pair (-10,9): B = 0.5516 T
Tilt angle = 5.0 degrees
Tilted resonance, pair (-10,9): B = 0.49316 T
Tilt shift of that resonance = 1.88 mT
Tilt-induced gap, pair (-3,2) = 4.40e-05 K
Tilt-induced gap, pair (-2,1) = 2.94e-02 K
Rough volume per molecule = 4.0 nm^3
Dipolar field scale mu0 M = 58 mT
Rough attempt time = 1e-07 s
Arrhenius time at 2 K: zero field 2.1e+07 s, first crossing 7.9e+05 s
Arrhenius time at 3 K: zero field 3.6e+02 s, first crossing 4.0e+01 s
Arrhenius time at 4 K: zero field 1.5e+00 s, first crossing 2.8e-01 s
Arrhenius time at 300 K: zero field 1.2e-07 s, first crossing 1.2e-07 s
```
